How Minority Δ1 Leakage Limits Magnetoresistance in Thin Iron Electrodes

PROBLEM

A tunnel junction consists of a thick iron electrode, a crystalline barrier of width w, an iron film of thickness d, and a thick normal metal. The barrier favours Δ1 states, which at zero in-plane wave vector have the full symmetry of the crystal about the film normal. Iron has propagating Δ1 states at the Fermi energy for majority spin but not for minority spin. The normal metal has them for both spins.

(a) Find the Δ1 transmission when the film magnetization is parallel (P) and antiparallel (AP) to that of the thick electrode.
(b) Sum over in-plane wave vectors and find how the AP leakage falls with d.
(c) Add a background conductance from all other channels. Find the iron thickness below which leakage, rather than the background, limits the magnetoresistance

TMR = (G_P,total − G_AP,total)/G_AP,total.

Take these rough values, in the regime of iron with an MgO barrier. In iron the majority Δ1 band bottom lies 1.0 eV below the Fermi energy and the minority bottom 1.2 eV above it, with effective mass 1. The barrier has height 1.2 eV, width 1.0 nm and mass 0.4. The backing is a generic metal with its band bottom 5.0 eV below the Fermi energy and mass 1. Masses are in electron masses. One iron monolayer (ML) is 0.143 nm thick.

Treat each layer as a flat band with isotropic mass, for independent electrons at zero temperature and small bias. Transport is coherent and conserves the in-plane wave vector.

HINTS

1. Decide which spin the thick electrode can send into the Δ1 channel, and what that spin is called inside the film in each state.
2. Both ψ and J = ψ'/m are continuous. Start in the backing, where the wave only leaves, and carry the ratio J/ψ leftwards.
3. In-plane motion changes a decay constant κ into √(κ² + k²). Expand this for small k.
4. The background is present in both magnetic states, so it cancels in one part of the TMR but not in the other.

SOLUTION

Which electrons carry the current

The thick electrode supplies majority Δ1 electrons and no minority ones. In the P state they are also majority electrons in the film and propagate through it. In the AP state they are minority electrons in the film, where their wave is evanescent. A film of finite thickness still lets part of it reach the backing. Each state therefore has one Δ1 spin channel, with conductance quantum e²/h per mode.

At a given k, let k1 and κ be the majority wave number and minority decay constant in iron, κb the barrier decay constant and kN the backing wave number. With m_F, m_b and m_N the masses of iron, barrier and backing, define

s = k1/m_F,  c = κ/m_F,  b = κb/m_b,  v = kN/m_N.

These are velocities up to a common factor; for c and b the velocity is imaginary.

Transmission through the barrier

Let Y = J/ψ at the right face of the barrier, and set ψ = 1 there. The flux is proportional to Im(ψ*J), so the transmitted flux is Im Y. In the barrier the solution with these right-hand values is

ψ(x) = cosh κb(x−w) + (Y/b) sinh κb(x−w).

At x = 0 this gives

ψ0 = cosh κb w − (Y/b) sinh κb w
J0 = Y cosh κb w − b sinh κb w.

In the thick electrode, incident and reflected amplitudes A and B obey ψ0 = A + B and J0 = is(A − B). Solving for A,

A = (sψ0 − iJ0)/(2s).

The incident flux is s|A|², so

T = Im Y/(s|A|²) = 4s Im Y/|sψ0 − iJ0|².

For a thick barrier, exp(−2κb w) ≪ 1, both hyperbolic functions become exp(κb w)/2. Then ψ0 = exp(κb w)(b − Y)/(2b) and J0 = −exp(κb w)(b − Y)/2, and hence

sψ0 − iJ0 = ½ exp(κb w)(b − Y)(s + ib)/b.

Taking the squared modulus,

T = [16 s b²/(s² + b²)] exp(−2κb w) g,  g = Im Y/|b − Y|².

The magnetic state of the film enters through g alone.

The film as a load

In the backing ψ is a right-moving wave, so J/ψ = iv. Carrying this back through a majority film, with φ = k1d,

Y_P = s(iv cos φ + s sin φ)/(s cos φ − iv sin φ).

Call the denominator D. Multiplying above and below by its conjugate gives Im Y_P = s²v(cos²φ + sin²φ)/|D|² = s²v/|D|². Also

(b − Y_P)D = s(b cos φ − s sin φ) − iv(b sin φ + s cos φ).

In the ratio g the factor |D|² cancels:

g_P = s²v/[s²(b cos φ − s sin φ)² + v²(b sin φ + s cos φ)²].

For a minority film the same steps with hyperbolic functions give

Y_AP = c(iv cosh κd − c sinh κd)/(c cosh κd − iv sinh κd).

The numerator of Im Y_AP is now c²v(cosh² κd − sinh² κd) = c²v, and

g_AP = c²v/[c²(b cosh κd + c sinh κd)² + v²(b sinh κd + c cosh κd)²].

Thin and thick limits

At d = 0 both expressions equal v/(b² + v²). There is no film to distinguish the two states, and the Δ1 contrast vanishes.

For small d, divide the denominator of g_P by s² and that of g_AP by c². To first order in d they are

P: b² + v² + 2bd(−s k1 + v²k1/s)
AP: b² + v² + 2bd(cκ + v²κ/c).

Since k1/s = κ/c = m_F, the v² terms are equal and cancel in the difference. What remains is

T_P/T_AP − 1 = 2b(k1² + κ²)d/[m_F(b² + v²)].

The sum k1² + κ² is proportional to the exchange splitting, here 1.0 + 1.2 = 2.2 eV. A very thin film thus gives a contrast linear in both its thickness and its splitting. For the values used here this range lies well below one monolayer: at 1 ML the formula gives 0.70, while the full k = 0 value is 1.63.

For κd ≫ 1 both hyperbolic functions become exp(κd)/2, and

g_AP → 4c²v exp(−2κd)/[(b + c)²(c² + v²)].

The P transmission does not decay; it oscillates. Put tan δ = s/b. Then b cos φ − s sin φ = √(b² + s²) cos(φ + δ), and b sin φ + s cos φ = √(b² + s²) sin(φ + δ), so

g_P = s²v/{(b² + s²)[s² cos²(φ + δ) + v² sin²(φ + δ)]}.

This repeats with period π/k1 in d. If the backing were iron with v = s, g_P would be s/(b² + s²). For v > s the film swings g_P between v/s and s/v times that value. These are quantum-well resonances of majority electrons between the barrier and the backing.

Sum over in-plane wave vectors

The conductance per area is

G = (e²/h) ∫ d²k/(2π)² T(k).

For small k, √(κ² + k²) ≈ κ + k²/(2κ), and likewise for κb. The AP exponential acquires the factor exp(−Sk²), where

S = w/κb + d/κ,

and κb and κ now denote their values at k = 0. The remaining factors vary slowly when S is large and are taken at k = 0. Since ∫ d²k/(2π)² exp(−Sk²) = 1/(4πS),

G_AP ≈ (e²/h) T_AP(k=0)/[4π(w/κb + d/κ)].

The leakage falls slightly faster than exp(−2κd), because the film also narrows the beam in k. In the P state the barrier alone does the narrowing, provided φ changes little across the beam, and S is replaced by w/κb. The ratio G_P/G_AP therefore exceeds its k = 0 value by about

1 + dκb/(wκ).

The TMR

Let G_bg stand for all other channels, independent of d and equal in both states. It cancels in the difference but stays in the denominator:

TMR = (G_P − G_AP)/(G_AP + G_bg).

Leakage is the larger limit where G_AP > G_bg. The crossover thickness solves G_AP(d) = G_bg.

Numbers

From k = √(2mE)/ħ at k = 0: k1 = 5.123, κ = 5.612, κb = 3.549 and kN = 11.456 nm⁻¹. Dividing by the masses gives s = 5.123, c = 5.612, b = 8.874 and v = 11.456 nm⁻¹. The leakage decay length is 1/(2κ) = 0.089 nm, so once κd ≫ 1 each further monolayer multiplies the k = 0 leakage by exp(−2 × 5.612 × 0.143) = 0.20. The first two monolayers give 0.165 and 0.19.

Take four monolayers, d = 0.572 nm. Here φ = 2.930, so b cos φ − s sin φ = −9.75 nm⁻¹ and b sin φ + s cos φ = −3.15 nm⁻¹. This gives g_P = 0.0792 nm. With exp(−2κd) = 1.63 × 10⁻³, the thick-film formula gives g_AP = 6.88 × 10⁻⁵ nm. Their ratio is about 1150. The beam-narrowing factor is 1 + 0.572 × 3.549/(1.0 × 5.612) = 1.36, which raises the estimate to about 1570.

Numerical quadrature over k, with the full transmission formula, gives 1630. The estimate is 4% below this. This closeness is accidental. The same estimate is 58% too high at 3 ML, 27% too low at 5 ML and 64% too high at 7 ML. The error lies in G_P, since the formula for G_AP alone is good to 0.3% at 3, 4 and 8 ML. The mean k² of the barrier's beam, κb/w = 3.5 nm⁻², lowers φ by about k²d/(2k1), which is 0.2 rad at 4 ML, so the condition that φ changes little across the beam is not met for this barrier. At 1 to 3 ML the summed ratio even falls below its k = 0 value, to 0.81 of it at 3 ML. The other prefactors also vary across so wide a beam: with an iron backing, where φ drops out, the Gaussian formula for G_P is 14% too high. The close agreement for G_AP should therefore not be expected for other parameters.

The table gives the quadrature results. The background is set to a fraction r of the P conductance with a thick iron backing, 0.0237 S/µm². With thick iron in place of the film and its backing there is no leakage, and the TMR would be 1/r: 10,000% for r = 0.01 and 500% for r = 0.20. Conductances are in 10⁻³ S/µm².

ML | G_P | G_AP | TMR, r=0.01 | TMR, r=0.20
0 | 30.3 | 30.3 | 0% | 0%
1 | 11.9 | 4.58 | 150% | 78%
2 | 10.8 | 0.814 | 950% | 180%
3 | 23.1 | 0.151 | 5900% | 470%
4 | 45.9 | 0.0282 | 17,000% | 960%
5 | 20.8 | 0.0053 | 8600% | 440%
6 | 12.1 | 0.0010 | 5100% | 260%
7 | 15.5 | 0.00019 | 6500% | 330%
8 | 39.4 | 0.00004 | 17,000% | 830%

From three to four monolayers the leakage falls by a factor 0.187, not 0.20. The factor 1/S accounts for the difference: S grows from 0.358 to 0.384 nm², and 0.201 × 0.358/0.384 = 0.187.

Solving G_AP = G_bg numerically gives the crossover:

r = 0.01: d = 0.39 nm, or 2.7 ML
r = 0.20: d = 0.14 nm, or 1.0 ML.

Leakage drops to a tenth of the background at 4.1 ML and 2.3 ML respectively. A tenfold smaller background thus costs 1.3 to 1.4 ML of extra iron, close to ln 10/(2κ) = 0.205 nm.

The TMR does not rise steadily to its thick-iron value. Once the leakage is well below the background (beyond about 4 ML for r = 0.01 and 2.3 ML for r = 0.20) it follows G_P, whose k = 0 period is π/k1 = 0.613 nm, or 4.3 ML. At k = 0 the maxima lie where φ + δ is a multiple of π. With δ = 0.524 this means d = 0.51 and 1.12 nm. The sum over k moves the maxima out to 0.55 and 1.18 nm, near the table's peaks at 4 and 8 ML, and slowly damps the oscillation about the thick-iron value. The dip at 6 ML is therefore a majority-spin resonance effect; leakage there is only 0.4% of even the smaller background.

To isolate the effect of leakage, hold G_P and G_bg fixed and set G_AP to zero. For r = 0.01 the TMR at 3 ML would then be 23.1/0.237 = 97, or 9700%, instead of 5900%. At 4 ML it would be 19,000% instead of 17,000%.

Comparison with real junctions

Iron/MgO junctions at room temperature reach a TMR of roughly a few hundred percent, so r = 0.20 is the more realistic background; the values near 17,000% are far outside that range, and even the r = 0.20 peaks of 830% and 960% lie above it. The barrier height is an effective one, well below half the oxide's band gap. The thick-iron resistance-area product, 42 Ω µm² for the Δ1 channel alone and 35 Ω µm² with the r = 0.20 background included, is somewhat high for a memory junction, where roughly 10 Ω µm² or less is wanted. Magnetic layers in such devices are typically 1 to 2 nm thick, and at 1.0 nm (7 ML) the model's leakage is far below either background.

Real films break several assumptions. The following estimates are for 4 ML and r = 0.01, with G_bg held fixed.

• A magnetically dead monolayer, treated as missing iron, multiplies the leakage by 5.3 and lowers the TMR to 5900%. Much of that drop comes from the changed majority resonance: changing G_P alone gives 8700%, changing the leakage alone 11,800%. If the layer instead stays in place with the spin-averaged band bottom, 0.1 eV above the Fermi energy, the leakage rises only 1.7 to 2.0 times, and the TMR is about 6400% with the layer at the barrier but about 23,000% with it at the backing.
• The minority Δ1 gap may also have a lower edge, which reduces κ. In a two-band form, κ² is multiplied by the distance from the Fermi energy to the lower edge divided by the whole gap. With the lower edge assumed 2.0 eV below the Fermi energy, the factor is 2.0/3.2. If the mass in ψ'/m is kept at 1, the leakage rises 2.9 times and the TMR becomes 14,000%; if that mass is scaled by the same factor, as in a full two-band treatment, the leakage rises 4.3 times and the TMR becomes about 12,800%.
• Halving the minority in-plane mass multiplies the leakage by 0.82.
• Thermal averaging at 300 K, with all bands fixed, raises the leakage by 4%.
• A bias of 0.1 V, with electrons entering the film up to 0.1 eV above its Fermi energy, raises it by 12%. Barrier tilt is left out; the field is 1 MV/cm. With the tilt included the rise is 11%, and the opposite polarity lowers the leakage by 7%.

The crossover and the period depend on the assumed iron mass. With mass 0.5 in all the iron, and G_bg kept at the same fraction r of the recomputed thick-iron conductance, the crossovers move to 3.8 and 1.4 ML and the period to 6.1 ML; with mass 2 they move to 1.9 and 0.7 ML and 3.0 ML. The backing depth matters little for the crossover: for depths from 0.5 to 11.7 eV it stays within 2.5 to 2.9 ML for r = 0.01 and 0.8 to 1.1 ML for r = 0.20. It does set the size and sign of the oscillation. The TMR at 4 ML for r = 0.20 runs from 330% to 1200% over that range, and for v < s the peaks and dips change places. The positions and heights of the peaks in the table are therefore not predictions for real iron, and a crossover near one monolayer lies where a bulk band description cannot be trusted. The Δ1 label is exact only at k = 0; away from it these states can mix with others, which the model leaves to G_bg. The assumption of a constant G_bg is not tested by these estimates. Other symmetry channels may depend on d as well, and spin-flip scattering may depend on temperature.

VARIATION 1: A BACKING WITHOUT Δ1 STATES

Suppose the backing's Δ1 states are evanescent at the Fermi energy. Does this remove the leakage and leave a large TMR?

Let the wave in the backing decay as exp(−ηx). The load iv is replaced by −η/m_N, which is real. Both film formulas then give a real Y, so Im Y = 0 and T = 0 in the P state as well as the AP state. The leakage is gone, but so is the coherent Δ1 current that provided the contrast. In this model G_P = G_AP = 0 and the TMR vanishes. A real film could still carry P current if majority electrons scattered into other states inside the iron, a process outside this coherent model.

VARIATION 2: A ROUGH FILM

A nominal 4 ML film has 25% of its area at 3 ML, 50% at 4 ML and 25% at 5 ML. Find the TMR for r = 0.01, treating the patches as parallel conductors.

In units of 10⁻³ S/µm²,

G_P = 0.25 × 23.1 + 0.50 × 45.9 + 0.25 × 20.8 = 33.9
G_AP = 0.25 × 0.151 + 0.50 × 0.0282 + 0.25 × 0.0053 = 0.053.

With G_bg = 0.237,

TMR = (33.9 − 0.053)/(0.053 + 0.237) ≈ 117, or about 11,700%.

The leakage is 1.9 times that of the uniform film, and the thinnest quarter of the area carries about 70% of it. Yet most of the fall from 17,000% comes from averaging over the majority resonance, which lowers G_P by 26%; the larger denominator lowers the TMR by a further 9%. The parallel-patch picture requires patches wide enough for each to act as a separate junction. Narrower steps would mix in-plane wave vectors, which this model leaves out.
